# The Grimme-Neese Excited-State Double Hybrid as a Scaled CIS(D) Correction

A closed-shell molecule is described by a double hybrid with ground-state energy

$$E=E_{\rm hyb}+a_cE_{\rm PT2}.$$

$E_{\rm hyb}$ contains a fraction $a_x$ of exact exchange, $1-a_x$ of semilocal exchange and $1-a_c$ of semilocal correlation. Its self-consistent orbitals, with energies $\varepsilon_p$, are real and are not changed by the second-order term.

Indices $i,j,k,l,m,n$ denote occupied orbitals, $a,b,c,d,e,f$ virtual ones, and $p,q,r,s$ any. They are spin orbitals unless stated otherwise. $|0\rangle$ is the Kohn-Sham determinant, $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$, and operators are written by their labels, so that $a^\dagger i$ excites an electron from $i$ to $a$.

The excited-state method is a model, not the exact linear response of $E$. Its choices are stated where they enter.

## (a) The singles problem

**Find the singlet Tamm-Dancoff matrix of the hybrid part.**

**Solution.** The density matrix obeys $i\,\dot P=[F,P]$ in atomic units, with $F$ the hybrid Kohn-Sham matrix. To first order, its virtual-occupied element obeys

$$i\,\delta\dot P_{ai}=(\varepsilon_a-\varepsilon_i)\delta P_{ai}+\delta F_{ai},$$

because $P_0$ is one on occupied and zero on virtual orbitals. Let $X_{jb}$ be the part of $\delta P_{bj}$ that varies as $e^{-i\omega t}$, and $Y_{jb}$ the corresponding part of $\delta P_{jb}$. With an adiabatic (frequency-independent) kernel, $\delta F$ is linear in both:

$$\omega X=\mathbf A X+\mathbf B Y .$$

The Tamm-Dancoff approximation drops $Y$. For $X$, the Coulomb term contributes $(ia|jb)$ for either spin of the pair $jb$, while exact exchange contributes $-a_x(ij|ab)$ for equal spins only. A singlet has equal $\alpha$ and $\beta$ amplitudes, so the two spins add. In spatial orbitals,

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-a_x(ij|ab)+K^{xc}_{ia,jb}.$$

$K^{xc}$ is the matrix element of $f^{\alpha\alpha}+f^{\alpha\beta}$, the second derivatives of the semilocal energy with respect to the spin densities. The root used below satisfies

$$\mathbf A r=\omega_0r,\qquad r\cdot r=1.$$

If $x_{ia}$ is the normalized spatial amplitude, each of the two spin-orbital amplitudes is $x_{ia}/\sqrt2$.

The block $\mathbf B$ has the same Coulomb and semilocal terms, but exchange $-a_x(ib|ja)$. Thus $\mathbf A-\mathbf B$ contains only orbital gaps and exact exchange, while $\mathbf A+\mathbf B$ is the orbital gaps plus the response of $F$ to a real density change. A finite-difference test of that response, combined with the analytic $\mathbf A-\mathbf B$, reproduces $\mathbf A$ within $3\times10^{-9}$ hartree in a minimal basis.

## (b) Adding double excitations

**Let the interaction that creates double excitations have strength $\sqrt\lambda$. Fix $\lambda$ from the ground state, and find the excitation energy to first order in $\lambda$.**

**Solution.** Let braces denote normal ordering with respect to $|0\rangle$, and take

$$F=\sum_p\varepsilon_p\{p^\dagger p\},\qquad W=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{p^\dagger q^\dagger sr\}.$$

Normal ordering ensures that $W|0\rangle$ contains only double excitations. In the normal-ordered many-electron Hamiltonian, the one-body part is the Hartree-Fock operator built from these orbitals, not $F$. The model puts $F$ in its place. This changes the orbital energies and drops all off-diagonal one-body elements, including the couplings to singles, which remain because Kohn-Sham orbitals do not in general satisfy the Hartree-Fock Brillouin condition.

Write $T=\tfrac14\sum t_{ij}^{ab}a^\dagger b^\dagger ji$ and define the gap $D_{ijab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. The first-order equation for amplitudes $\sqrt\lambda\,t$ is

$$D_{ijab}\sqrt\lambda\,t_{ij}^{ab}+\sqrt\lambda\langle ij\|ab\rangle=0
\quad\Rightarrow\quad t_{ij}^{ab}=-\frac{\langle ij\|ab\rangle}{D_{ijab}}.$$

The correlation energy is $\langle0|\sqrt\lambda W\,\sqrt\lambda T|0\rangle=\lambda E_{\rm PT2}$, with

$$E_{\rm PT2}=\tfrac14\sum_{ijab}\langle ij\|ab\rangle t_{ij}^{ab}.$$

Agreement with the ground-state functional requires $\lambda=a_c$.

For excitations, use the transformed operator $\bar H=e^{-\sqrt\lambda T}(F+\sqrt\lambda W)e^{\sqrt\lambda T}$ in $[\bar H,R]|0\rangle=\omega R|0\rangle$, where $R$ creates singles and doubles. In the singles block, the terms of zeroth and first order in the interaction are replaced by $\mathbf A$ at full strength. This is the central modelling choice. The other blocks needed through order $\lambda$ are

$$\begin{pmatrix}\mathbf A+\lambda\mathbf G&\sqrt\lambda\,\mathbf C^T\\ \sqrt\lambda\,\mathbf C&\mathbf D\end{pmatrix}
\begin{pmatrix}r\\d\end{pmatrix}=\omega\begin{pmatrix}r\\d\end{pmatrix},$$

$$\mathbf G=\langle S|[[W,T],S']|0\rangle,\qquad \mathbf C=\langle D|[W,S]|0\rangle .$$

Here $S,S'$ are single excitations, $D$ in a bra is a double excitation, and $\mathbf D$ is the diagonal matrix of gaps. The couplings are transposes of each other because the subtracted products $SW|0\rangle$ and $DW|0\rangle$ contain triples and quadruples, which vanish on the projected spaces. Corrections to $\mathbf C$ of order $\lambda$, or to $\mathbf D$ of order $\sqrt\lambda$, change the root only at order $\lambda^{3/2}$ or higher.

The lower row gives $d=-\sqrt\lambda(\mathbf D-\omega)^{-1}\mathbf C r$. Substitution in the upper row yields

$$\left[\mathbf A+\lambda\mathbf G-\lambda\mathbf C^T(\mathbf D-\omega)^{-1}\mathbf C\right]r=\omega r.$$

Now expand $\omega=\omega_0+\lambda\omega_1$ and $r\to r+\lambda r_1$. The terms linear in $\lambda$ are

$$(\mathbf A-\omega_0)r_1+\left[\mathbf G-\mathbf C^T(\mathbf D-\omega_0)^{-1}\mathbf C\right]r=\omega_1r.$$

Multiplication by $r^T$ removes $r_1$, since $\mathbf A$ is symmetric. With $u=\mathbf Cr$ and $\lambda=a_c$,

$$\boxed{\omega=\omega_0+a_c(\Delta_{\rm dir}+\Delta_{\rm gs})}$$

$$\Delta_{\rm dir}=-\frac14\sum_{ijab}\frac{u_{ijab}^2}{D_{ijab}-\omega_0},\qquad \Delta_{\rm gs}=r^T\mathbf Gr.$$

The factor $1/4$ appears because the unrestricted sum counts each double four times.

The root must be non-degenerate, or separated by symmetry from its partners, as the two real components of a $\Pi$ state are. For nearly degenerate roots of equal symmetry, the correction cannot remix the states and becomes unreliable. It also diverges if a coupled $D_{ijab}$ approaches $\omega_0$.

Diagonalizing the enlarged matrix for BH in a minimal basis tests the expansion: the slope at $\lambda=0$ and the formula both give 0.24570 eV. At $\lambda=0.27$, the first-order energy is 3.7549 eV and the full root is 3.7535 eV, so stopping at first order within this matrix costs 0.0014 eV in this case. This does not measure the terms omitted from the matrix itself, which start at order $\lambda^{3/2}$ and are much larger. Keeping all of $\bar H$ in the space of singles and doubles, with $\mathbf A$ still in the singles block, gives 3.686 eV at $\lambda=0.27$. That is 0.069 eV below the first-order energy and as large as the first-order correction itself (0.066 eV).

## (c) The direct doubles

**Express $u_{ijab}$ in integrals.**

**Solution.** Let $R=\sum_{kc}r_{kc}c^\dagger k$. Its nonzero commutators with elementary operators are

$$[R,k^\dagger]=\sum_c r_{kc}c^\dagger,\qquad [R,c]=-\sum_k r_{kc}k.$$

Therefore $[W,R]=-[R,W]$ replaces, one at a time, an occupied creator $k^\dagger$ by $-\sum_c r_{kc}c^\dagger$ and a virtual annihilator $c$ by $+\sum_k r_{kc}k$. Removing the normal ordering writes $W$ as the plain operator $\tfrac14\sum\langle pq\|rs\rangle p^\dagger q^\dagger sr$ plus one-body and constant parts, which come from the contractions. These parts remain at most one-body under this commutator and cannot reach a double excitation from $|0\rangle$. For a two-body operator with antisymmetrized coefficients, the projection on $a^\dagger b^\dagger ji|0\rangle$ is the coefficient with upper labels $ab$ and lower labels $ij$. Replacing each of its four labels in turn gives

$$\begin{aligned}u_{ijab}={}&\sum_c\left(\langle ab\|cj\rangle r_{ic}+\langle ab\|ic\rangle r_{jc}\right)\\
&-\sum_k\left(\langle kb\|ij\rangle r_{ka}+\langle ak\|ij\rangle r_{kb}\right).\end{aligned}$$

In the first line, the excited electron scatters and promotes a second electron. In the second line, the hole does so. These are doubles that interact directly with the excited state. If every $D_{ijab}$ exceeds $\omega_0$, then $\Delta_{\rm dir}\le0$.

## (d) The change in ground-state correlation

**Separate $E_{\rm PT2}$ from $r^T\mathbf Gr$, and evaluate the remainder.**

**Solution.** Let $|R\rangle=R|0\rangle$. Expanding the double commutator gives

$$[[W,T],R]=WTR-TWR-RWT+RTW.$$

The second and fourth products leave at least a double excitation on $|0\rangle$, so their overlap with $\langle R|$ is zero. In the third, only the $|0\rangle$ component of $WT|0\rangle$, which is $E_{\rm PT2}$, can become a single. Since $r\cdot r=1$,

$$\Delta_{\rm gs}=\langle R|WT|R\rangle-E_{\rm PT2}.$$

The first term is the pair correlation that survives beside the excitation, carried by triples $TR|0\rangle$. The second is the correlation of the ground state. In the total excited-state energy the latter cancels:

$$E+\omega=E_{\rm hyb}+\omega_0+a_c\left(\Delta_{\rm dir}+\langle R|WT|R\rangle\right).$$

To evaluate the surviving term, note that only $\frac14\sum\langle mn\|ef\rangle m^\dagger n^\dagger fe$ in $W$ lowers a triple to a single. Projecting on the single $(i,a)$ gives an overlap between

- the bra pairs $(i,a),(m,e),(n,f)$, and
- the ket pairs $(k,c),(j,b),(l,d)$, where $r_{kc}$ supplies the first pair and $t_{jl}^{bd}$ the other two.

This overlap is a determinant of hole matches times a determinant of particle matches. Each exchange of two holes or two particles contributes a minus sign. The two factors $1/4$ in $W$ and $T$ give $1/16$, and there are four cases:

1. Both $i$ and $a$ match $r$. There are $2\times2$ matches of the remaining holes and particles, giving $\frac4{16}\sum\langle mn\|ef\rangle t_{mn}^{ef}\,r_{ia}=E_{\rm PT2}r_{ia}$.
2. Only $a$ matches $r$. There are four hole matches, two particle matches and one hole exchange, giving the factor $-\frac8{16}=-\frac12$.
3. Only $i$ matches $r$. The same count with holes and particles interchanged gives $-\frac12$.
4. Neither matches $r$. There are $4\times4$ matches and two exchanges, giving $+1$.

The first case cancels the subtracted $E_{\rm PT2}r_{ia}$. What remains is $\Delta_{\rm gs}=\sum_{ia}r_{ia}v_{ia}$, with

$$\begin{aligned}v_{ia}={}&-\tfrac12\sum_{mnef}\langle mn\|ef\rangle t_{in}^{ef}r_{ma}
-\tfrac12\sum_{mnef}\langle mn\|ef\rangle t_{mn}^{af}r_{ie}\\
&+\sum_{mnef}\langle mn\|ef\rangle t_{im}^{ae}r_{nf}.\end{aligned}$$

These are the hole, particle and joint parts. Explicit fermion operators in the full Fock space of minimal-basis BH, with Kohn-Sham orbitals, confirm $u$, $v$ and the separation of $E_{\rm PT2}$ to rounding error.

## (e) Meaning and limits

**Interpret $\Delta_{\rm gs}$ for one pure transition. Then examine a distant spectator and the limits of the functional.**

**Solution.** Set one amplitude $r_{ia}=1$ and all others to zero. Each ordered term in the ground-state energy is

$$\tfrac14\langle mn\|ef\rangle t_{mn}^{ef}=-\frac{\langle mn\|ef\rangle^2}{4D_{mnef}}\le0$$

for positive gaps. Let $L_i$, $L_a$ and $L_{ia}$ be the sums over doubles using $i$, using $a$, and using both. Label $i$ can occupy two hole positions, $a$ two particle positions, and both together four combinations. Hence

$$L_i=\tfrac12\sum_{nef}\langle in\|ef\rangle t_{in}^{ef},\quad
L_a=\tfrac12\sum_{mnf}\langle mn\|af\rangle t_{mn}^{af},\quad
L_{ia}=\sum_{me}\langle im\|ae\rangle t_{im}^{ae}.$$

The joint part of $v$ contains $\langle mi\|ea\rangle$, which equals $\langle im\|ae\rangle$ after two sign changes. Thus

$$\Delta_{\rm gs}=-(L_i+L_a-L_{ia})\ge0.$$

The ground-state doubles that need an electron in $i$ or an empty $a$ are blocked. Their correlation is lost, and the excitation energy rises. The joint part restores doubles subtracted twice. For one such transition in minimal-basis BH the term is 0.7810 eV, and a direct sum over blocked doubles confirms it. A general $r$ also has interference between transitions, so this proof of positivity does not carry over.

Now place a second molecule far away and keep the excitation on the first. Exchange integrals between them vanish with orbital overlap. The Coulomb couplings that would excite the spectator fall off with distance, as do the amplitudes $t$ that join the two molecules. The surviving correlation $\langle R|WT|R\rangle$ gains the spectator's $E_{\rm PT2}$, but the subtraction removes it. With Hartree-Fock orbitals in a minimal basis, H$_2$ placed about 100 Å from BH adds $-0.3639$ eV to the correlation energy, while the excitation correction remains 0.14283 eV.

There are two useful limits:

- With $a_x=a_c=1$, the semilocal terms vanish and the orbitals are Hartree-Fock orbitals. Then $\mathbf A$ is the CIS matrix and the result is CIS(D).
- With $a_c=0$, the result is the Tamm-Dancoff energy of an ordinary hybrid with full semilocal correlation.

Because the correction is attached to a root of $\mathbf A$, the method yields no separate states of mainly double-excitation character.

## (f) The lowest singlet excitation of BH

**Apply the result with B2PLYP, $a_x=0.53$ and $a_c=0.27$, at a chosen bond length of 1.25 Å in cc-pVDZ.**

**Solution.** The state is a $\Pi$ excitation, with 98% of its weight in transitions from the highest occupied orbital. Its Tamm-Dancoff energy is $\omega_0=2.917$ eV. The smallest double-excitation gap is 13.833 eV, so every denominator in $\Delta_{\rm dir}$ is at least $13.833-2.917=10.916$ eV. The direct term is therefore regular and negative:

$$\Delta_{\rm dir}=-1.298\ {\rm eV}.$$

The hole, particle and joint parts give

$$\Delta_{\rm gs}=1.1109+0.3545-0.1205=1.3449\ {\rm eV}.$$

Most of the loss comes from the hole part. Compared with $E_{\rm PT2}=-2.1717$ eV, $\Delta_{\rm gs}$ is $1.3449/2.1717=62\%$ of the ground-state pair correlation in size. It is not purely a sum of blocked doubles, since the singlet combines $\alpha$ and $\beta$ transitions and several orbital pairs. The blocked sum for the single spin-orbital transition from the highest occupied to the lowest virtual orbital is 1.2924 eV, or 60%. The new direct doubles nearly compensate for it:

$$\Delta_{\rm dir}+\Delta_{\rm gs}=-1.2976+1.3449=0.0473\ {\rm eV}.$$

After scaling,

$$\omega=2.9167+0.27\times0.0473=2.9295\ {\rm eV}\quad(0.1077\ {\rm hartree}).$$

The small correction of 0.013 eV is a difference between scaled terms of $-0.350$ and $+0.363$ eV. Keeping only the direct term would give $2.9167-0.3503=2.566$ eV, so the two terms have to be treated together. How closely they cancel depends on the case, and the sign of the sum is not fixed. It is 0.246 eV in the minimal basis, 0.047 eV in cc-pVDZ, 0.018 eV in aug-cc-pVDZ and $-0.019$ eV in cc-pVTZ. The excitation energy is not converged in basis either: $\omega$ is 2.864 eV in aug-cc-pVDZ and 2.879 eV in cc-pVTZ, 0.05 to 0.07 eV below the cc-pVDZ value. The fourth decimal also depends on the integration grid.

The Hartree-Fock limit shows the same cancellation:

$$\omega_{\rm CIS(D)}=2.9001-0.9911+1.0130=2.9220\ {\rm eV}.$$

A full CI calculation in the same basis, with the boron 1s orbital frozen, gives 3.026 eV. Relative to this reference, B2PLYP is low by 0.096 eV and CIS(D) by 0.104 eV. Before correction, the B2PLYP root was low by $3.0256-2.9167=0.109$ eV, so in this basis the doubles remove only a small part of the difference. In cc-pVTZ they lower the B2PLYP root from 2.884 to 2.879 eV and the CIS root from 2.874 to 2.846 eV, away from the frozen-core EOM-CCSD value of 2.961 eV in that basis.

The reference omits core correlation and is limited by its basis, whereas the second-order terms correlate all six electrons. The comparison is thus neither a measurement of experimental error nor a basis for ranking the methods on other molecules. The remaining values are in the numerical output.

## Computed results

```
TESTS, BH, STO-3G, B2PLYP orbitals unless stated
largest error of u formula: 2.8e-17 hartree
largest error of v formula: 2.6e-18 hartree
error of triples-minus-ground identity: 0.0e+00 hartree
largest error of Tamm-Dancoff matrix: 2.6e-09 hartree
pure-transition ground-state term: 0.7810 eV
slope of enlarged root: 0.24570 eV
direct + ground from formula: 0.24570 eV
minimal-basis omega0: 3.6885 eV
minimal-basis omega, first order: 3.7549 eV
minimal-basis omega, full enlarged matrix: 3.7535 eV
HF CIS(D) correction, BH alone: 0.14283 eV
HF CIS(D) correction, H2 far away: 0.14283 eV
correlation energy added by H2: -0.3639 eV
WORKED EXAMPLE, BH, cc-pVDZ, lowest singlet excitation
bond length: 1.25 angstrom
a_x: 0.53   a_c: 0.27 (no unit)
spatial orbitals: 19, occupied: 3
weight of excitations from HOMO: 0.9812
smallest double-excitation gap D, KS: 13.833 eV
B2PLYP omega0: 2.9167 eV
B2PLYP direct term, unscaled: -1.2976 eV
B2PLYP hole part, unscaled: 1.1109 eV
B2PLYP particle part, unscaled: 0.3545 eV
B2PLYP joint part, unscaled: -0.1205 eV
B2PLYP ground-state term, unscaled: 1.3449 eV
B2PLYP direct + ground, unscaled: 0.0473 eV
B2PLYP ground-state E_PT2, unscaled: -2.1717 eV
HF omega0: 2.9001 eV
HF direct term, unscaled: -0.9911 eV
HF hole part, unscaled: 0.8497 eV
HF particle part, unscaled: 0.2446 eV
HF joint part, unscaled: -0.0814 eV
HF ground-state term, unscaled: 1.0130 eV
HF direct + ground, unscaled: 0.0219 eV
HF ground-state E_PT2, unscaled: -1.6849 eV
B2PLYP scaled direct term: -0.3503 eV
B2PLYP scaled ground-state term: 0.3631 eV
B2PLYP scaled correction: 0.0128 eV
B2PLYP excitation energy: 2.9295 eV
B2PLYP excitation energy: 0.107656 hartree
CIS(D) excitation energy: 2.9220 eV
frozen-core full CI excitation energy: 3.0256 eV
B2PLYP minus full CI: -0.0962 eV
CIS(D) minus full CI: -0.1036 eV
```
